**Faulkner-Stocks Bloch spectral function in a one-dimensional KKR-CPA model**

The program evaluates $A(k,z)=-\pi^{-1}{\rm Im}\{{\rm Tr}[F^{cc}\tau^c(k)]+{\rm Tr}[(F^c-F^{cc})\tau^{c,00}]-\sum_\alpha c_\alpha\int Z^\alpha J^\alpha\}$ in Rydberg units for a two-channel chain of asymmetric step potentials. Here $\tau^c(k)=[m^c-g(k)]^{-1}$ is the scattering-path matrix of the coherent medium, $\tau^{c,00}$ its zone average, $Z^\alpha$ and $J^\alpha$ the regular and irregular cell solutions, and $F^c$, $F^{cc}$ the one-site and two-site averages of their overlaps weighted with $D^\alpha=[1+\tau^{c,00}(m^\alpha-m^c)]^{-1}$. It asserts the single-site normalisation in three dimensions and the cluster Green function against Wronskian constructions, the one- and two-impurity formulas against explicit inversion, and the final formula against a real-space grid CPA, which the two one-average shortcuts and the swapped order of $D$ and $D^T$ must miss. Against enumeration of all 256 configurations of an eight-cell ring it asserts error exponents near 4 for the formula and near 2 for the shortcuts. For identical species it asserts agreement with plane-wave diagonalisation for the Lorentzian sum, the pole positions, the unit weights and the partial weights, and for the alloy scan it asserts positivity at every energy and convergence in the $k$ mesh at the peak. The output shows levels of pure A at 0.3322 and 1.5977 Ry with weight one, and an alloy peak at 0.380 Ry of width 0.23 Ry and height 3.886 Ry$^{-1}$ at $\eta=0.01$ Ry, a quarter of which comes from the site-diagonal correction, while both shortcuts become negative within the scan.

## Numerical check

```python
# Faulkner-Stocks Bloch spectral function in KKR-CPA (Rydberg units, bohr).
# Result under test, z = E + i eta:
#   A(k,z) = -(1/pi) Im{ Tr[Fcc tau(k)] + Tr[(Fc-Fcc) tau00] - sum_a c_a int Z_a J_a }
#   tau(k) = (mc - g(k))^-1, tau00 = zone average, D_a = [1+tau00(m_a-mc)]^-1,
#   Fc = sum c_a F_aa D_a, Fcc = sum c_a c_b D_b^T F_ba D_a, F_ab = int_cell Z_a Z_b,
# and for identical species A is a sum of unit-weight peaks at the band energies.
# m = 1/t; outside the scatterer Z = j m + H (regular), J = j; g = structure constants.
# Model: 1D chain, two channels j = (cos, sin), H0 = exp(i kap|x|)/(2 i kap),
# H1 = -i sgn(x) H0; asymmetric piecewise constant cell potentials.
import itertools
import numpy as np
from numpy.linalg import inv, solve, eigh, det
from scipy.special import spherical_jn, spherical_yn
from scipy.optimize import brentq
from scipy.integrate import trapezoid
from scipy.constants import physical_constants

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
a = 4.0
edges = np.array([-2.0, -1.0, 0.0, 1.0, 2.0])
VA = np.array([0.0, 0.2, 0.6, 0.0])
VB = np.array([0.0, 1.2, 0.8, 0.0])
conc = np.array([0.6, 0.4])
Vmean = conc[0] * VA + conc[1] * VB
gx, gw = np.polynomial.legendre.leggauss(12)
wts = np.concatenate([gw * (edges[p + 1] - edges[p]) / 2 for p in range(4)])
I2 = np.eye(2)
P = np.array([[1, 1j], [-1j, 1]])

def carry(z, ed, vals, y, x0, x1):
    inner = [e for e in ed if min(x0, x1) < e < max(x0, x1)]
    pts = [x0] + (inner if x1 > x0 else inner[::-1]) + [x1]
    for u, w in zip(pts[:-1], pts[1:]):
        i = int(np.clip(np.searchsorted(ed, 0.5 * (u + w)) - 1, 0, len(vals) - 1))
        q = np.sqrt(z - vals[i] + 0j)
        c, s = np.cos(q * (w - u)), np.sin(q * (w - u))
        y = np.array([[c, s / q], [-q * s, c]]) @ y
    return y

def free(z, x):  # rows: value, derivative; columns: j0, j1, H0, H1
    kap, s = np.sqrt(z + 0j), np.sign(x)
    H = np.exp(1j * kap * abs(x)) / (2j * kap)
    return np.array([[np.cos(kap * x), np.sin(kap * x), H, -1j * s * H],
                     [-kap * np.sin(kap * x), kap * np.cos(kap * x),
                      1j * kap * s * H, kap * H]])

def cell(z, vals):
    T = carry(z, edges, vals, I2 + 0j, -a / 2, a / 2)
    AB = solve(np.vstack([free(z, -a / 2), free(z, a / 2)]), np.vstack([I2, T]))
    Zleft = inv(AB[2:])
    Z, J = [], []
    for p in range(4):
        d = ((gx + 1) * (edges[p + 1] - edges[p]) / 2)[:, None]
        q = np.sqrt(z - vals[p] + 0j)
        side = -a / 2 if p < 2 else a / 2
        for out, y in ((Z, carry(z, edges, vals, Zleft, -a / 2, edges[p])),
                       (J, carry(z, edges, vals, free(z, side)[:, :2], side, edges[p]))):
            out.append(np.cos(q * d) * y[0] + np.sin(q * d) / q * y[1])
    Z, J = np.vstack(Z), np.vstack(J)
    return dict(m=AB[:2] @ Zleft, Zleft=Zleft, Z=Z, ZJ=np.sum(wts[:, None] * Z * J))

def gk(z, k):
    kap, k = np.sqrt(z + 0j), np.atleast_1d(k)
    wp, wm = np.exp(1j * (kap + k) * a), np.exp(1j * (kap - k) * a)
    return ((wp / (1 - wp))[:, None, None] * P + (wm / (1 - wm))[:, None, None] * P.T) / (2j * kap)

def inv2(M):
    o = np.empty_like(M)
    o[:, 0, 0], o[:, 1, 1], o[:, 0, 1], o[:, 1, 0] = M[:, 1, 1], M[:, 0, 0], -M[:, 0, 1], -M[:, 1, 0]
    return o / (M[:, 0, 0] * M[:, 1, 1] - M[:, 0, 1] * M[:, 1, 0])[:, None, None]

def mesh(N):
    return 2 * np.pi * np.arange(N) / (N * a)

def alloy(z, Vs, N, kout, tol=1e-12):
    cs = [cell(z, v) for v in Vs]
    g = gk(z, mesh(N))
    mc = inv(sum(c * inv(s["m"]) for c, s in zip(conc, cs)))
    for _ in range(20000):
        cav = mc - inv(inv2(mc - g).mean(0))
        new = inv(sum(c * inv(s["m"] - cav) for c, s in zip(conc, cs))) + cav
        done = abs(new - mc).max() < tol * abs(mc).max()
        mc = new
        if done:
            break
    assert done
    t00 = inv2(mc - g).mean(0)
    D = [inv(I2 + t00 @ (s["m"] - mc)) for s in cs]
    F = np.array([[s["Z"].T @ (wts[:, None] * u["Z"]) for u in cs] for s in cs])
    Fc = sum(conc[i] * F[i, i] @ D[i] for i in (0, 1))
    pairs = list(itertools.product((0, 1), repeat=2))
    Fcc = sum(conc[i] * conc[j] * D[j].T @ F[j, i] @ D[i] for i, j in pairs)
    Fsw = sum(conc[i] * conc[j] * D[j] @ F[j, i] @ D[i].T for i, j in pairs)
    tk = inv2(mc - gk(z, kout))
    tr = lambda M: np.einsum("ij,kji->k", M, tk)
    zj = sum(c * s["ZJ"] for c, s in zip(conc, cs))
    corr = np.trace((Fc - Fcc) @ t00)
    return dict(cs=cs, mc=mc, t00=t00, D=D, F=F, Fc=Fc, Fcc=Fcc, zj=zj, coh=tr(Fcc), corr=corr,
                FS=tr(Fcc) + corr - zj, allFcc=tr(Fcc) - zj, allFc=tr(Fc) - zj,
                swapped=tr(Fsw) + np.trace((Fc - Fsw) @ t00) - zj)

spec = lambda x: -np.imag(x) / np.pi
zt, N = 0.45 + 0.1j, 8
print(f"a = {a} bohr; steps on [-1,0],[0,1] bohr; c_A = {conc[0]}, c_B = {conc[1]}")
print(f"V_A = {VA[1]}, {VA[2]} Ry; V_B = {VB[1]}, {VB[2]} Ry; test energy z = {zt} Ry")

# 3D spherical well: normalisation of Z t Z - Z J against a Wronskian Green function
kap, v0, r0, r1, r2 = np.sqrt(zt), -1.0, 2.0, 0.7, 1.5
q = np.sqrt(zt - v0)
err3 = 0.0
for l in range(3):
    jf = lambda w, r: np.array([spherical_jn(l, w * r), w * spherical_jn(l, w * r, derivative=True)])
    yf = lambda w, r: np.array([spherical_yn(l, w * r), w * spherical_yn(l, w * r, derivative=True)])
    hout = jf(kap, r0) + 1j * yf(kap, r0)
    amp, t = solve(np.column_stack([jf(q, r0), 1j * kap * hout]), jf(kap, r0))
    rr = (gx + 1) * r0 / 2
    tq = np.sum(gw * r0 / 2 * rr**2 * jf(kap, rr)[0] * v0 * amp * jf(q, rr)[0])
    inside = lambda data, r: np.column_stack([jf(q, r), yf(q, r)]) @ solve(
        np.column_stack([jf(q, r0), yf(q, r0)]), data)
    f, o = jf(q, r2), inside(hout, r2)
    Gdef = jf(q, r1)[0] * o[0] / (r2**2 * (f[0] * o[1] - f[1] * o[0]))
    Z1, Z2 = amp * jf(q, r1)[0] / t, amp * f[0] / t
    err3 = max(err3, abs(tq / t - 1), abs((Z1 * t * Z2 - Z1 * inside(jf(kap, r0), r2)[0]) / Gdef - 1))
assert err3 < 1e-9
print(f"3D single site, l=0..2, largest relative error = {err3:.1e}")

# cluster ABBA in free space: multiple scattering against left/right solutions
cl = [VA, VB, VB, VA]
cc = [cell(zt, v) for v in cl]
big = np.zeros((8, 8), complex)
for n in range(4):
    for m_ in range(4):
        big[2*n:2*n+2, 2*m_:2*m_+2] = cc[n]["m"] if n == m_ else \
            -np.exp(1j * kap * a * abs(n - m_)) / (2j * kap) * (P if m_ > n else P.T)
tcl = inv(big)
ged = np.arange(-2.0, 14.5, 1.0)
gv = np.concatenate(cl)
errc = 0.0
for n, x, m_, y in [(0, 0.3, 2, -0.6), (3, -1.4, 1, 0.8), (1, -0.4, 1, 0.9), (1, 0.2, 1, -0.7), (2, 0.5, 2, 1.7)]:
    Zx = carry(zt, edges, cl[n], cc[n]["Zleft"], -2.0, x)[0]
    Zy = carry(zt, edges, cl[m_], cc[m_]["Zleft"], -2.0, y)[0]
    G = Zx @ tcl[2*n:2*n+2, 2*m_:2*m_+2] @ Zy
    if n == m_:
        s = 2.0 * np.sign(y)
        G -= Zx @ carry(zt, edges, cl[n], free(zt, s)[:, :2], s, y)[0]
    lo, hi = sorted([x + n * a, y + m_ * a])
    start = np.array([1, -1j * kap])
    uL, uLh = carry(zt, ged, gv, start, -2.0, lo), carry(zt, ged, gv, start, -2.0, hi)
    uR = carry(zt, ged, gv, np.array([1, 1j * kap]), 14.0, hi)
    errc = max(errc, abs(G / (uL[0] * uR[0] / (uLh[0] * uR[1] - uLh[1] * uR[0])) - 1))
assert errc < 1e-9 and abs(cc[0]["m"] - cc[0]["m"].T).max() < 1e-10
print(f"cluster ABBA Green function, largest relative error = {errc:.1e}")

# impurities in the coherent medium on a ring: explicit inversion
km, R = mesh(N), a * np.arange(N)
phase = np.exp(1j * km[:, None, None] * (R[None, None, :] - R[None, :, None]))
gring = np.einsum("knm,kij->nimj", phase.conj(), gk(zt, km)).reshape(2 * N, 2 * N) / N
res = alloy(zt, [VA, VB], N, km)
med = np.kron(np.eye(N), res["mc"]) - gring
tm = inv(med)
dA, dB = (s["m"] - res["mc"] for s in res["cs"])
DA, DB = res["D"]
one = med.copy(); one[:2, :2] += dA
two = one.copy(); two[2:4, 2:4] += dB
t01, t10 = tm[:2, 2:4], tm[2:4, :2]
e1 = abs(inv(one)[:2, 2:4] - DA @ t01).max()
e2 = abs(inv(two)[:2, 2:4] - DA @ t01 @ inv(I2 - dB @ DB @ t10 @ dA @ DA @ t01) @ DB.T).max()
drop = abs(inv(two)[:2, 2:4] - DA @ t01 @ DB.T).max() / abs(inv(two)[:2, 2:4]).max()
assert e1 < 1e-11 and e2 < 1e-11 and abs(tm[:2, :2] - res["t00"]).max() < 1e-11
assert abs(DB.T - inv(I2 + dB @ res["t00"])).max() < 1e-10
assert abs(conc[0] * DA + conc[1] * DB - I2).max() < 1e-9
print(f"one- and two-impurity formulas, errors = {e1:.1e}, {e2:.1e} 1/bohr")
print(f"neighbour AB pair, dropped repeated scattering, relative size = {drop:.4f}")

# real-space grid CPA with a cell-diagonal matrix self-energy
def grid_cpa(z, M):
    h = a / M
    idx = np.repeat(np.arange(4), M // 4)
    H = np.array([(2 * np.eye(M) - np.eye(M, k=1) - np.eye(M, k=-1)) / h**2 + 0j for _ in km])
    H[:, M - 1, 0] = -np.exp(1j * km * a) / h**2
    H[:, 0, M - 1] = -np.exp(-1j * km * a) / h**2
    S = np.diag(Vmean[idx]) + 0j
    for _ in range(2000):
        Gk = inv(z * np.eye(M) - H - S)
        G = Gk.mean(0)
        T = sum(c * (np.diag(v[idx]) - S) @ inv(np.eye(M) - G @ (np.diag(v[idx]) - S))
                for c, v in zip(conc, (VA, VB)))
        if abs(T).max() < 1e-10:
            return spec(np.einsum("kii->k", Gk))
        S = S + solve(np.eye(M) + T @ G, T)
    raise RuntimeError("grid CPA not converged")
Agrid = (4 * grid_cpa(zt, 80) - grid_cpa(zt, 40)) / 3  # removes the h^2 error
dev = {n: abs(spec(res[n]) - Agrid).max() / Agrid.max() for n in ("FS", "allFcc", "allFc", "swapped")}
assert dev["FS"] < 2e-4  # remaining h^4 grid error
assert min(dev["allFcc"], dev["allFc"], dev["swapped"]) > 10 * dev["FS"]
for n in dev:
    print(f"ring N=8, deviation from grid CPA, {n}: {dev[n]:.2e} (relative)")

# exact average over all configurations of the ring
def enumerate_ring(r):
    tot = np.zeros(N, complex)
    for cfg in itertools.product((0, 1), repeat=N):
        cfg = np.array(cfg)
        M = -gring.copy()
        for n in range(N):
            M[2*n:2*n+2, 2*n:2*n+2] += r["cs"][cfg[n]]["m"]
        blk = np.einsum("nimj,nmij->nm", inv(M).reshape(N, 2, N, 2), r["F"][cfg][:, cfg])
        val = (np.einsum("knm,nm->k", phase, blk) - sum(r["cs"][i]["ZJ"] for i in cfg)) / N
        tot += np.prod(conc[cfg]) * val
    return tot
errs = {}
for s in (0.05, 0.025):
    r = alloy(zt, [Vmean + s * (VA - Vmean), Vmean + s * (VB - Vmean)], N, km)
    ex = enumerate_ring(r)
    errs[s] = {n: abs(r[n] - ex).max() for n in ("FS", "allFcc", "allFc")}
for n, want in (("FS", 4), ("allFcc", 2), ("allFc", 2)):
    p = np.log2(errs[0.05][n] / errs[0.025][n])
    assert abs(p - want) < 0.4
    print(f"{n}: error {errs[0.05][n]:.3e} (s=0.05), {errs[0.025][n]:.3e} (s=0.025) 1/Ry, exponent {p:.3f}")
ex = enumerate_ring(res)
print(f"s=1, k=pi/2a: exact {spec(ex[2]):.4f}, grid CPA {Agrid[2]:.4f}, FS {spec(res['FS'][2]):.4f} 1/Ry")
print(f"s=1, k=pi/2a: allFcc {spec(res['allFcc'][2]):.4f}, allFc {spec(res['allFc'][2]):.4f} 1/Ry")

# ordered crystal against plane waves
k0 = np.pi / (2 * a)
nn = np.arange(-150, 151)
dq = 2 * np.pi / a * (nn[:, None] - nn[None, :])
def box(u, w):
    sq = np.where(dq == 0, 1.0, dq)
    return np.where(dq == 0, w - u, (np.exp(-1j * sq * w) - np.exp(-1j * sq * u)) / (-1j * sq)) / a
def bands(V):
    return eigh(np.diag((k0 + 2 * np.pi * nn / a) ** 2) + V[1] * box(-1, 0) + V[2] * box(0, 1))
Epw, Cpw = bands(VA)
print(f"k = pi/2a = {k0:.6f} 1/bohr")
for z in (0.30 + 0.05j, 0.9 + 0.2j, 1.6 + 0.02j):
    r = alloy(z, [VA, VA], 7, k0)
    ref = spec(np.sum(1 / (z - Epw)))
    assert abs(spec(r["FS"][0]) / ref - 1) < 1e-6 and abs(r["Fc"] - r["Fcc"]).max() < 1e-8
    print(f"pure A, z = {z} Ry: FS {spec(r['FS'][0]):.6f}, Lorentzian sum {ref:.6f} 1/Ry")
Mk = lambda E: cell(E + 0j, VA)["m"] - gk(E + 0j, k0)[0]
for b in (0, 1):
    E = brentq(lambda e: det(Mk(e)).real, Epw[b] - 0.005, Epw[b] + 0.005, xtol=1e-13)
    s, M = cell(E + 0j, VA), Mk(E)
    assert abs(M - M.conj().T).max() < 1e-10 and abs(s["Z"].imag).max() < 1e-10 and abs(s["ZJ"].imag) < 1e-10
    w, U = eigh(M)
    c = U[:, np.argmin(abs(w))]
    slope = (c.conj() @ (Mk(E + 1e-5) - Mk(E - 1e-5)) @ c).real / 2e-5
    dens = wts * abs(s["Z"] @ c) ** 2
    part = (Cpw[:, b].conj() @ box(-1, 1) @ Cpw[:, b]).real
    height = np.pi * 1e-3 * spec(alloy(E + 1e-3j, [VA, VA], 7, k0)["FS"][0])
    assert abs(E - Epw[b]) < 1e-7 and abs(dens.sum() / slope - 1) < 1e-6
    assert abs(dens[12:36].sum() / slope - part) < 1e-6 and abs(height - 1) < 1e-4
    print(f"band {b+1}: KKR {E:.7f} Ry, plane waves {Epw[b]:.7f} Ry, = {E*RY_EV:.4f} eV")
    print(f"  cFc = {dens.sum():.6f}, cM'c = {slope:.6f} bohr^3, weight = {dens.sum()/slope:.7f}")
    print(f"  weight in [-1,1]: KKR {dens[12:36].sum()/slope:.6f}, plane waves {part:.6f}")
    print(f"  pi*eta*A at the pole, eta = 0.001 Ry: {height:.6f}")

# worked alloy example
eta, Nk = 0.01, 256
Es = np.linspace(0.10, 1.00, 91)
scan = [alloy(E + 1j * eta, [VA, VB], Nk, k0, 1e-10) for E in Es]
A = np.array([spec(r["FS"][0]) for r in scan])
assert A.min() > 0
i = int(np.argmax(A))
Ep = Es[i] + 0.5 * (Es[1] - Es[0]) * (A[i-1] - A[i+1]) / (A[i-1] - 2 * A[i] + A[i+1])
lo, hi = i, i
while A[lo] > A[i] / 2:
    lo -= 1
while A[hi] > A[i] / 2:
    hi += 1
assert lo >= 0
El = np.interp(A[i] / 2, [A[lo], A[lo+1]], [Es[lo], Es[lo+1]])
Eh = np.interp(A[i] / 2, [A[hi], A[hi-1]], [Es[hi], Es[hi-1]])
r = scan[i]
assert abs(spec(alloy(Es[i] + 1j * eta, [VA, VB], 2 * Nk, k0, 1e-10)["FS"][0]) / A[i] - 1) < 1e-5
print(f"alloy scan: eta = {eta} Ry, {Nk} k points, E = 0.10..1.00 Ry, step 0.01 Ry")
print(f"lowest level at k: pure B {bands(VB)[0][0]:.5f} Ry, virtual crystal {bands(Vmean)[0][0]:.5f} Ry")
print(f"peak position = {Ep:.4f} Ry = {Ep*RY_EV:.3f} eV")
print(f"full width at half maximum (includes eta) = {Eh-El:.4f} Ry = {(Eh-El)*RY_EV:.3f} eV")
print(f"weight in the scan window = {trapezoid(A, Es):.4f}; smallest A = {A.min():.5f} 1/Ry")
for n in ("allFcc", "allFc"):
    print(f"smallest value of {n} in the scan = {min(spec(u[n][0]) for u in scan):.5f} 1/Ry")
print(f"matrices at E = {Es[i]:.2f} Ry, order 00 01 10 11:")
for name, M, u in (("m_A", r["cs"][0]["m"], "bohr"), ("m_B", r["cs"][1]["m"], "bohr"),
                   ("mc", r["mc"], "bohr"), ("tau00", r["t00"], "1/bohr"),
                   ("tau(k)", inv(r["mc"] - gk(Es[i] + 1j * eta, k0)[0]), "1/bohr"),
                   ("D_A", r["D"][0], "1"), ("D_B", r["D"][1], "1"),
                   ("Fc", r["Fc"], "bohr^3"), ("Fcc", r["Fcc"], "bohr^3")):
    print(f"  {name} [{u}]: " + " ".join(f"{x:.4f}" for x in M.ravel()))
print(f"Fcc tau(k) term = {spec(r['coh'][0]):.5f} 1/Ry")
print(f"(Fc-Fcc) tau00 term = {spec(r['corr']):.5f} 1/Ry")
print(f"-ZJ term = {spec(-r['zj']):.5f} 1/Ry")
print(f"A(k,E) = {A[i]:.5f} 1/Ry = {A[i]/RY_EV:.5f} 1/eV")
print(f"zone average (CPA density of states) = {spec(np.trace(r['Fc'] @ r['t00']) - r['zj']):.5f} 1/Ry")
print("finished without a failed check")
```

Printed output:

```
a = 4.0 bohr; steps on [-1,0],[0,1] bohr; c_A = 0.6, c_B = 0.4
V_A = 0.2, 0.6 Ry; V_B = 1.2, 0.8 Ry; test energy z = (0.45+0.1j) Ry
3D single site, l=0..2, largest relative error = 3.0e-15
cluster ABBA Green function, largest relative error = 1.8e-15
one- and two-impurity formulas, errors = 6.9e-17, 4.3e-16 1/bohr
neighbour AB pair, dropped repeated scattering, relative size = 0.0609
ring N=8, deviation from grid CPA, FS: 9.15e-07 (relative)
ring N=8, deviation from grid CPA, allFcc: 3.27e-01 (relative)
ring N=8, deviation from grid CPA, allFc: 2.76e-01 (relative)
ring N=8, deviation from grid CPA, swapped: 1.61e+00 (relative)
FS: error 1.065e-06 (s=0.05), 6.646e-08 (s=0.025) 1/Ry, exponent 4.002
allFcc: error 9.109e-03 (s=0.05), 2.294e-03 (s=0.025) 1/Ry, exponent 1.989
allFc: error 6.537e-03 (s=0.05), 1.648e-03 (s=0.025) 1/Ry, exponent 1.988
s=1, k=pi/2a: exact 2.0581, grid CPA 2.0656, FS 2.0656 1/Ry
s=1, k=pi/2a: allFcc 1.3892, allFc 2.1530 1/Ry
k = pi/2a = 0.392699 1/bohr
pure A, z = (0.3+0.05j) Ry: FS 4.507199, Lorentzian sum 4.507199 1/Ry
pure A, z = (0.9+0.2j) Ry: FS 0.305172, Lorentzian sum 0.305172 1/Ry
pure A, z = (1.6+0.02j) Ry: FS 15.711461, Lorentzian sum 15.711461 1/Ry
band 1: KKR 0.3322462 Ry, plane waves 0.3322462 Ry, = 4.5204 eV
  cFc = 9.305385, cM'c = 9.305385 bohr^3, weight = 1.0000000
  weight in [-1,1]: KKR 0.415483, plane waves 0.415483
  pi*eta*A at the pole, eta = 0.001 Ry: 1.000001
band 2: KKR 1.5976912 Ry, plane waves 1.5976912 Ry, = 21.7377 eV
  cFc = 9.365547, cM'c = 9.365547 bohr^3, weight = 1.0000000
  weight in [-1,1]: KKR 0.546965, plane waves 0.546965
  pi*eta*A at the pole, eta = 0.001 Ry: 1.000001
alloy scan: eta = 0.01 Ry, 256 k points, E = 0.10..1.00 Ry, step 0.01 Ry
lowest level at k: pure B 0.54686 Ry, virtual crystal 0.42989 Ry
peak position = 0.3804 Ry = 5.176 eV
full width at half maximum (includes eta) = 0.2344 Ry = 3.189 eV
weight in the scan window = 0.9801; smallest A = 0.02071 1/Ry
smallest value of allFcc in the scan = -0.19150 1/Ry
smallest value of allFc in the scan = -0.11180 1/Ry
matrices at E = 0.38 Ry, order 00 01 10 11:
  m_A [bohr]: 1.4125+0.8158j -2.0590+0.0237j -2.0590+0.0237j 14.3995+0.4502j
  m_B [bohr]: 0.2430+0.8125j 0.2906-0.0032j 0.2906-0.0032j 5.8288+0.6628j
  mc [bohr]: 0.5678+1.2104j -0.2257-0.7238j -0.2257-0.7238j 8.5260+1.9673j
  tau00 [1/bohr]: 0.3592-1.1268j 0.1064-0.0189j 0.1064-0.0189j 0.1092-0.0150j
  tau(k) [1/bohr]: -0.7884-2.0009j -0.0984-0.0005j 0.3750-0.3018j 0.1177-0.0401j
  D_A [1]: 0.5922+0.6273j 0.6873-1.1230j 0.0631+0.0315j 0.7103-0.0387j
  D_B [1]: 1.6117-0.9409j -1.0309+1.6845j -0.0947-0.0473j 1.4345+0.0581j
  Fc [bohr^3]: 4.8926+4.2587j -14.7350-7.8658j -7.3839-15.7927j 123.9440+26.8635j
  Fcc [bohr^3]: 2.2537+2.6238j -1.1078-11.0521j -1.1078-11.0521j 87.2858+29.9538j
Fcc tau(k) term = 2.95263 1/Ry
(Fc-Fcc) tau00 term = 0.97482 1/Ry
-ZJ term = -0.04136 1/Ry
A(k,E) = 3.88608 1/Ry = 0.28562 1/eV
zone average (CPA density of states) = 1.55291 1/Ry
finished without a failed check
```
